# How Much Do Grain Boundaries Speed Diffusion Through a Columnar Film?

## Question

A thin oxide film is made of columnar grains that stand side by side and run from the bottom electrode to the top one. Seen from above, each grain is a square of side 10 nm, and neighbouring grains are separated by boundaries 0.5 nm wide. A mobile ionic defect, such as an oxygen vacancy, diffuses one thousand times faster in the boundaries than in the grains. By what factor do the boundaries raise the diffusivity through the film, and how does that factor depend on grain size, boundary width and temperature?

## Answer

### What is being compared

Let $z$ run through the film, from $z=0$ to $z=L$. The grain side is $d$, the boundary width is $w$, and the diffusivities are $D_g$ in the grains and $D_b=RD_g$ in the boundaries. Here $d$ is the side of the grain interior, so the pattern repeats with period $d+w$. Lengths are in nm and diffusivities in cm²/s or nm²/s, since atomic units are unnatural for this problem.

The defects are dilute, so they diffuse independently and the flux is linear in the gradient of their concentration $c$. For now there is no electric field, and the defect is equally soluble in grain and boundary, which makes $c$ continuous where they meet. The two faces are held at $c=c_0$ and $c=0$.

A non-uniform film has no single diffusivity until a measurement is named. The natural one is steady permeation. If $\bar J$ is the steady flux per unit area, averaged over the film, then

$$D_{\rm eff}=\frac{\bar J L}{c_0}.$$

For a uniform film this returns the ordinary diffusivity.

### How much of the area is boundary

One repeating cell has area $(d+w)^2$, of which the grain fills $d^2$. The boundary fraction is therefore

$$f=\frac{(d+w)^2-d^2}{(d+w)^2}=\frac{2dw+w^2}{(d+w)^2}.$$

With $d=10$ nm and $w=0.5$ nm, the boundary area is $10+0.25=10.25$ nm² out of $110.25$ nm², so $f=0.0930$.

For thin boundaries, $w\ll d$, this becomes $f\approx 2w/d$. The factor 2 has a simple origin. A grain has four sides and shares each boundary with one neighbour, so it owns four half-strips, equal in area to two full strips $dw$.

### Why the two paths simply add

In the steady state

$$\nabla\cdot(D\nabla c)=0,$$

where $D$ depends on $x$ and $y$ but not on $z$, because the columns are straight. Try the linear profile $c=c_0(1-z/L)$. Its gradient points along $z$ and has the same value everywhere, so

$$\nabla\cdot(D\nabla c)=-\frac{c_0}{L}\frac{\partial D}{\partial z}=0.$$

The profile has the right values at both faces. It is continuous across the grain–boundary interfaces, and the flux normal to those interfaces is zero on both sides, as matching requires.

No other steady solution exists. The difference $u$ of two solutions would vanish at both faces. Multiplying $\nabla\cdot(D\nabla u)=0$ by $u$ and integrating by parts over a cell gives $\int D|\nabla u|^2dV=0$, since the surface terms vanish at the faces and cancel between opposite sides of the periodic cell. Hence $u$ is constant, and the constant is zero.

Defects are free to cross between grain and boundary, but at steady state no lateral gradient drives a net exchange. The flux density is $D_gc_0/L$ in the grains and $D_bc_0/L$ in the boundaries. Weighting each by its area,

$$\bar J=\frac{c_0}{L}\left[(1-f)D_g+fD_b\right],$$

and therefore

$$\frac{D_{\rm eff}}{D_g}=1-f+fR=1+f(R-1).$$

### The size of the effect

For $R=1000$,

$$\frac{D_{\rm eff}}{D_g}=0.907+92.97\approx 93.9 .$$

The boundaries raise the through-film diffusivity about one hundredfold. A three-dimensional finite-volume solution, which lets defects move laterally, also gives 93.88.

The boundaries fill 9% of the area but carry a share

$$\frac{fR}{1+f(R-1)}=\frac{92.97}{93.88}=99.0\%$$

of the flux. The factor is a hundred rather than a thousand because the fast path occupies about a tenth of the area.

The word "about" covers the geometry. If 10 nm is read as the repeat distance instead of the grain interior, the factor is 98.4. The thin-boundary form $f=2w/d=0.1$ gives 100.9. These differences matter less than the uncertainty in $w$: with $d$ and $R$ held fixed, a width of 0.3 nm gives 58 and a width of 1.0 nm gives 174.

### How it scales

The formula has two regimes, which meet where $fR\approx1$. For this geometry that is $R\approx 11$.

When $fR\ll1$, the boundaries are too scarce to matter and $D_{\rm eff}\approx D_g$. If $f$ is small enough, this holds even for boundaries several times faster than the grains.

When $fR\gg1$ and $w\ll d$,

$$D_{\rm eff}\approx fD_b\approx\frac{2wD_b}{d}.$$

The effective diffusivity is then proportional to boundary width, inversely proportional to grain size, and nearly independent of $D_g$. Doubling the grain side at fixed $w$ and $D_b$ roughly halves the flux. A steady measurement in this regime yields the product $wD_b$, and cannot separate a narrow fast boundary from a wider, slower one.

The film thickness does not appear in the enhancement, provided the boundaries run the whole way through.

### Does the same number describe the time response?

Suppose the film is empty at first and one face is suddenly brought to $c_0$. Let $A=(d+w)^2$ be the cell area, $I(t)$ the number of defects leaving the cell at $z=L$ per unit time, and $Q(t)$ the total that has left. Multiply the diffusion equation $\partial c/\partial t=\nabla\cdot(D\nabla c)$ by $z/L$ and integrate over the cell. With

$$M(t)=\int\frac{z}{L}\,c\,dV,$$

integration by parts gives

$$\frac{dM}{dt}=\int_{z=L}D\frac{\partial c}{\partial z}\,dA-\frac1L\int D\frac{\partial c}{\partial z}\,dV .$$

The face $z=0$ drops out because the weight vanishes there, and the sides drop out by symmetry. The first term is $-I$. In the second, $D$ does not depend on $z$, so the $z$ integral gives $D[c(L)-c(0)]=-Dc_0$ in every column. Hence

$$\frac{dM}{dt}=I_\infty-I(t),\qquad I_\infty=\frac{AD_{\rm eff}c_0}{L}.$$

Integrating from the empty state gives $Q(t)=I_\infty t-M(t)$. At late times the profile is linear, and

$$M\to Ac_0\int_0^L\frac zL\left(1-\frac zL\right)dz=\frac{Ac_0L}{6}.$$

So $Q$ approaches the straight line $I_\infty(t-t_{\rm lag})$ with

$$t_{\rm lag}=\frac{L^2}{6D_{\rm eff}}.$$

This is the uniform-film formula with the same $D_{\rm eff}$, and the derivation never assumed that grains and boundaries are in balance during the transient.

Take $L=10$ nm and a round value $D_g=10^{-16}$ cm²/s $=0.010$ nm²/s. Then $D_{\rm eff}=9.4\times10^{-15}$ cm²/s $=0.939$ nm²/s, and

$$t_{\rm lag}=\frac{100}{6\times0.9388}\ \text{s}\approx17.8\ \text{s}.$$

Direct time stepping of the three-dimensional film also gives 17.8 s.

The rest of the transient is not that of a uniform film. The columnar film needs about 424 s to reach 99% of its steady flux (stepping in 5 s increments on a coarse mesh gives 430 s), while a uniform film with the same $D_{\rm eff}$ needs 57 s. The relation $I_\infty-I=dM/dt$ shows why: the flux falls short for as long as the film is still filling, and the grains, with 91% of the volume, fill slowly.

A one-term estimate supports this. Assume that the boundaries already have their final linear profile. The concentration still missing in a grain then starts as $c_0(1-z/L)$ and is held at zero on all six faces. Its slowest sine component has amplitude $c_0(4/\pi)^2(2/\pi)$ and decays at the rate

$$k=\pi^2D_g\left(\frac{2}{d^2}+\frac1{L^2}\right)=0.00296\ \text{s}^{-1}.$$

Each lateral sine integrates to $2d/\pi$, and the $z$ sine weighted by $z/L$ integrates to $L/\pi$. The missing part of $M$ is therefore $(128/\pi^6)c_0d^2L\,e^{-kt}$. Multiplying by $k$ and dividing by $I_\infty$ gives the relative shortfall of the flux:

$$\frac{I_\infty-I}{I_\infty}\approx\frac{128}{\pi^6}\,(1-f)\,\frac{kL^2}{D_{\rm eff}}\,e^{-kt}\approx0.038\,e^{-kt}.$$

It falls to 0.01 at $t=\ln(3.8)/k\approx450$ s, near the converged 424 s. The neglected sine terms are not tiny: keeping them all gives about 415 s, so the one-term estimate is good to roughly ten percent. The hundredfold factor thus describes the steady flux and the late-time lag, but not the time for the grains to fill. The lag itself is reached only after the grains have filled. A tangent to $Q(t)$ drawn at 100 s, when the flux is already 97% of its final value, cuts the axis near 5 s and would overstate $D_{\rm eff}$ more than threefold. The intercept is about 15 s at 1000 s and 17.7 s at 3000 s.

### What if defects prefer the boundary?

Let the boundary hold $s$ times the grain concentration at equilibrium. Then $c$ jumps at the interface, but the quantity $a$, equal to $c$ in the grain and $c/s$ in the boundary, is continuous. The boundary flux is $-D_b\nabla c=-sD_b\nabla a$. The steady argument carries over with $a$ in place of $c$ and $sD_b$ in place of $D_b$. With $c_0$ now the grain-side concentration at the face, the flux rises by

$$P=1-f+fsR.$$

For a binding energy of 0.1 eV at 600 K, where $kT=0.0517$ eV, and equal site densities, $s=e^{0.1/0.0517}=6.9$ and $P\approx644$.

This is a gain in permeability: more defects are present in the fast path, as well as moving quickly there. The time lag separates the two. The stored amount grows by the factor $1-f+fs=1.55$, so $M$ tends to $1.55\,Ac_0L/6$, and

$$t_{\rm lag}=\frac{L^2(1-f+fs)}{6PD_g}\approx4.0\ \text{s}.$$

The diffusivity inferred from the lag is $644/1.55\approx415$ times $D_g$. With segregation, "the enhancement" must say which quantity was measured. If boundaries repel the defect, $s<1$ and the flux gain falls below 94.

### What if the boundaries stop short?

Suppose the last $h=1$ nm of the 10 nm film has no boundaries and has diffusivity $D_g$ throughout. Now $D$ depends on $z$, and the linear profile fails. Two bounds follow from an energy-like integral. Multiplying the steady equation by $c$ and integrating by parts gives

$$c_0I_\infty=\int D|\nabla c|^2dV,$$

and the true profile minimizes this integral among all profiles with the same face values.

For an upper bound, use a trial profile that depends on $z$ alone. The best such profile treats the two layers as resistances in series:

$$\frac{D_{\rm eff}}{D_g}<\frac{L}{(L-h)/93.9+h}=\frac{10}{0.096+1}=9.1 .$$

For a lower bound, delete the lateral gradients from the integral. This lowers it for every profile, and so lowers its minimum. Each column then conducts alone. A grain column contributes 1, and a boundary column contributes $10/(9/1000+1)=9.91$, so

$$\frac{D_{\rm eff}}{D_g}>0.907+0.0930\times9.91=1.83 .$$

The three-dimensional solution gives about 4.8. Two meshes yield 4.78 and 4.82, and further refinement raises the value slightly, to about 4.85. One nanometre of unbroken material has reduced the enhancement from 94 to about 5. Faster boundaries cannot repair this: the upper bound stays below $L/h=10$ however large $R$ is.

### How does temperature enter?

If grain and boundary have equal prefactors and differ only in migration barrier, by $\Delta E$, then $R=e^{\Delta E/kT}$. A ratio of 1000 at 600 K requires

$$\Delta E=kT\ln1000=0.0517\times6.91=0.357\ \text{eV}.$$

With this $\Delta E$ and the same geometry, and with $s=1$, cooling to 400 K gives $R\approx3.2\times10^4$ and an enhancement of about 2900. Heating to 900 K gives $R=100$ and an enhancement of 10. "One hundredfold" therefore belongs to one temperature. Cooling raises the ratio even though both diffusivities fall, because the grain value falls faster.

### Does an electric field change the factor?

For a defect of charge $q$ in a uniform field $F$ along $z$, the Einstein relation gives

$$J=D\left(-\frac{\partial c}{\partial z}+\frac{qF}{kT}c\right).$$

In the steady state $\partial J/\partial z=0$ within each column. Since $D$ is constant along the column, it cancels:

$$\frac{\partial^2c}{\partial z^2}-\frac{qF}{kT}\frac{\partial c}{\partial z}=0.$$

With equal solubility, every column has the same profile, there is again no lateral exchange, and $J$ is proportional to the local $D$. The enhancement of the flux is unchanged, although the flux itself may be far larger. For a doubly charged vacancy at 1 MV/cm, $qFL/kT=38.7$, so drift dominates diffusion.

Linear drift has its own limit. A field lowers the barrier for forward hops and raises it for backward hops. For hop length $a$ and $x=qaF/2kT$, the net hopping rate is proportional to $e^x-e^{-x}$, whereas linear drift keeps $2x$. Their ratio is $\sinh x/x$. With $a=0.3$ nm at 600 K it is 1.06 at 1 MV/cm and 3.1 at 5 MV/cm. At the higher field, which is comparable to the breakdown field of hafnium-oxide films, linear drift is a poor approximation. If hop lengths are equal in grain and boundary, this factor multiplies the drift in both and leaves their ratio alone; if they differ, the enhancement changes with field.

### How close is this to a real device?

The example lies in the regime of polycrystalline hafnium-oxide resistive memory, where films are roughly 5 to 10 nm thick and switching fields are of the order of MV/cm. The values of $D_g$, $R$ and the binding energy are round assumptions, and real values may differ by orders of magnitude with phase, stoichiometry and impurities. The temperature of 600 K stands for a heated film; data storage takes place at much lower temperature, where the same barriers give a larger ratio and much slower motion. It is also an assumption that straight boundaries cross the whole film. Where an amorphous or boundary-free layer lies at an electrode and is as slow as the grains, the estimate without a field can fall from about 94 to about 5, as the 1 nm layer showed. A field of 1 MV/cm that drives the defects from the $c_0$ face toward the empty face changes this. With linear drift and the same face concentrations, a slow layer where the defects enter limits their supply and brings the factor close to 1. The same layer where they leave makes them pile up, to nearly $500\,c_0$ at the boundary ends, until the flux gets through. The factor would then return to about 94, but only if the crowded defects stayed dilute and left the field uniform, which is doubtful. If the field is reversed, so that it opposes the concentration gradient, the two cases change places. Segregation of 0.1 eV moves the steady flux the other way, to about 640 times the grain value. The value near 5 for the unbroken layer is a continuum estimate, and only a rough one, because the layer is about three hops thick and the boundaries about two hops wide. Space charge at the boundaries, local Joule heating and the growth of a conducting filament are left out, so the factor applies to a film before switching has changed its structure. The values used here are listed in the numerical output.

## Computed results

```
grain side = 10.0 nm, boundary width = 0.5 nm
film thickness = 10.0 nm
diffusivity ratio boundary/grain = 1000
temperature = 600 K, kT = 0.0517 eV
grain diffusivity = 1.0e-16 cm2/s = 0.010 nm2/s
boundary diffusivity = 1.0e-13 cm2/s
cell pitch = 10.5 nm, cell area = 110.25 nm2
boundary area = 10.25 nm2 per cell
boundary area fraction = 0.09297
thin-boundary fraction 2w/d = 0.100
enhancement, formula = 93.88
enhancement, 3D solution = 93.88
effective diffusivity = 9.39e-15 cm2/s
boundary share of flux, formula = 99.03 percent
boundary share of flux, 3D solution = 99.03 percent
enhancement if 10 nm is the pitch = 98.40
enhancement, thin-boundary formula = 100.90
enhancement for width 0.3 nm = 58.3
enhancement for width 1.0 nm = 174.4
time lag, formula = 17.75 s
time lag, 3D time stepping = 17.78 s
time to 99 percent flux, columnar film = 430 s
time to 99 percent flux, uniform film = 57 s
segregation energy = 0.1 eV, enrichment s = 6.92
permeability gain with segregation, formula = 644
permeability gain with segregation, 3D solution = 644
time-lag diffusivity gain with segregation = 415
time lag with segregation, formula = 4.01 s
time lag with segregation, stepping = 4.02 s
unbroken layer thickness = 1.0 nm
enhancement with unbroken layer, coarse mesh = 4.78
enhancement with unbroken layer, fine mesh = 4.82
lower and upper bounds with layer = 1.83, 9.13
barrier difference for equal prefactors = 0.357 eV
at 400 K: diffusivity ratio = 31623, enhancement = 2940.9
at 900 K: diffusivity ratio = 100, enhancement = 10.2
vacancy charge = 2 e, hop length = 0.3 nm
at 1 MV/cm: qFL/kT = 38.7, hopping factor = 1.057
at 5 MV/cm: qFL/kT = 193.4, hopping factor = 3.126
```
